# Steele's Fourier Expansion for an Atom Physisorbed on Graphite: test program

```python
"""Fourier expansion of the energy of one atom above a layered honeycomb crystal.

Result under test, for pair energies 4 eps [(sigma/r)^12 - (sigma/r)^6]:
  V(R,z) = V0(z) + sum_{G != 0} S_G v_G(z) exp(i G.R)          (one layer)
  v_G = (8 pi eps/A) [ sigma^12/120 (G/2z)^5 K5(Gz) - sigma^6/2 (G/2z)^2 K2(Gz) ]
  V0  = (4 pi eps q/A) [ sigma^12/(5 z^10) - sigma^6/(2 z^4) ]
R, z: lateral position and height of the atom; G: reciprocal lattice vector;
A: cell area; q: atoms per cell; S_G: structure factor; K: modified Bessel function.
Deeper layers lie at distance z + l d, every second one shifted (AB stacking).
Lengths in angstrom, energies in meV.
"""
import numpy as np
from math import gamma, pi, sqrt
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j0, kv, kve, zeta

eps, sigma = 5.0, 3.3          # model pair parameters
a, d = 2.5, 3.4                # lattice constant and layer spacing
cell = a * np.array([[1.0, 0.0], [0.5, sqrt(3) / 2]])
area = abs(np.linalg.det(cell))
recip = 2 * pi * np.linalg.inv(cell).T
diagonal = cell[0] + cell[1]
basis = np.array([diagonal / 3, 2 * diagonal / 3])
q = len(basis)
hollow, atom, bridge = np.zeros(2), basis[0], diagonal / 2
stack_shift = diagonal / 3

hk = np.array([(h, k) for h in range(-5, 6) for k in range(-5, 6) if (h, k) != (0, 0)])
Gvec = hk @ recip
Glen = np.linalg.norm(Gvec, axis=1)
S = np.exp(-1j * Gvec @ basis.T).sum(axis=1)
G1 = Glen.min()
G2 = sqrt(3) * G1


def plane_transform(n, G, z):
    return 2 * pi / gamma(n) * (G / (2 * z)) ** (n - 1) * kv(n - 1, G * z)


def harmonic_parts(G, z):
    rep = 4 * eps * sigma**12 / area * plane_transform(6, G, z)
    att = -4 * eps * sigma**6 / area * plane_transform(3, G, z)
    return rep, att


def harmonic(G, z):
    return sum(harmonic_parts(G, z))


def layer_mean(z):
    return 4 * pi * eps * q / area * (sigma**12 / (5 * z**10) - sigma**6 / (2 * z**4))


def layer_corrugation(R, z, shift):
    phase = np.exp(1j * Gvec @ (R - shift))
    return float(np.sum((S * phase).real * harmonic(Glen, z)))


def shift_of(layer):
    return stack_shift * (layer % 2)


def crystal_mean(z):
    s4 = zeta(4, z / d) / d**4
    s10 = zeta(10, z / d) / d**10
    return 4 * pi * eps * q / area * (sigma**12 * s10 / 5 - sigma**6 * s4 / 2)


def crystal(R, z):
    return crystal_mean(z) + sum(layer_corrugation(R, z + m * d, shift_of(m))
                                 for m in range(4))


# Direct atom-by-atom sum over a large disc, with a continuum tail outside it.
disc = 200.0
index = np.arange(-100, 101)
ii, jj = np.meshgrid(index, index)
lattice = np.column_stack([ii.ravel(), jj.ravel()]) @ cell
sites = np.vstack([lattice + t for t in basis])


def direct_layer(R, z, shift=np.zeros(2), rep=1.0, att=1.0):
    lateral2 = np.sum((sites + shift - R) ** 2, axis=1)
    r2 = lateral2[lateral2 < disc**2] + z**2
    x = (sigma**2 / r2) ** 3
    tail = -4 * eps * sigma**6 * pi * q / area / (2 * (disc**2 + z**2) ** 2)
    return 4 * eps * float(np.sum(rep * x**2 - att * x)) + att * tail


# Plane transforms against radial quadrature with the Bessel function J0.
nodes, weights = np.polynomial.legendre.leggauss(20)
edges = np.arange(0.0, 200.0, 0.5)
radius = (edges[:, None] + 0.25 * (nodes + 1)).ravel()
rweight = np.tile(0.25 * weights, len(edges))
transform_error = 0.0
for n in (3, 6):
    for G, z in ((1.0, 2.0), (G1, 3.2)):
        numeric = 2 * pi * np.sum(rweight * radius * j0(G * radius)
                                  / (radius**2 + z**2) ** n)
        err = abs(numeric / plane_transform(n, G, z) - 1)
        transform_error = max(transform_error, err)
assert transform_error < 1e-6

# Full Fourier series against direct sums over a three-layer AB stack.
series_error = 0.0
for R in (hollow, atom, bridge, np.array([0.37, 0.81])):
    for z in (2.8, 3.3, 4.5):
        direct = sum(direct_layer(R, z + m * d, shift_of(m)) for m in range(3))
        series = sum(layer_mean(z + m * d) + layer_corrugation(R, z + m * d, shift_of(m))
                     for m in range(3))
        series_error = max(series_error, abs(direct - series))
assert series_error < 1e-6

# Structure factors of the first two shells.
S_first = S[np.isclose(Glen, G1)]
S_second = S[np.isclose(Glen, G2)]
assert len(S_first) == 6 and np.allclose(S_first, -1)
assert len(S_second) == 6 and np.allclose(S_second, 2)

# Sum over layers against explicit addition.
explicit = sum(layer_mean(3.2 + m * d) for m in range(5000))
assert abs(explicit - crystal_mean(3.2)) < 1e-7


# Local decay rates against logarithmic slopes of directly summed corrugation.
def decay_rate(m, z):
    return G1 * kve(m + 1, G1 * z) / kve(m, G1 * z)


def direct_difference(z, rep, att):
    return direct_layer(atom, z, rep=rep, att=att) - direct_layer(hollow, z, rep=rep, att=att)


step, z_test = 0.02, 4.5
for m, rep, att in ((5, 1.0, 0.0), (2, 0.0, 1.0)):
    upper = direct_difference(z_test + step, rep, att)
    lower = direct_difference(z_test - step, rep, att)
    slope = -np.log(upper / lower) / (2 * step)
    assert abs(slope / decay_rate(m, z_test) - 1) < 2e-3
    far = 2000.0
    assert abs((kve(m + 1, far) / kve(m, far) - 1) * far - (m + 0.5)) < 0.02
    leading = kve(m, far) * sqrt(2 * far / pi)
    assert abs((leading - 1) * 8 * far / (4 * m**2 - 1) - 1) < 0.02

# Height at which the first harmonic changes sign, confirmed by direct sums.
z_reverse = brentq(lambda z: harmonic(G1, z), 3.5, 9.0)
assert direct_difference(z_reverse - 0.1, 1.0, 1.0) > 0
assert direct_difference(z_reverse + 0.1, 1.0, 1.0) < 0


# Equilibrium heights and energies.
def lowest(energy):
    res = minimize_scalar(energy, bounds=(2.6, 4.5), method="bounded",
                          options={"xatol": 1e-9})
    return res.x, res.fun


z0, E0 = lowest(crystal_mean)
zh, Eh = lowest(lambda z: crystal(hollow, z))
zb, Eb = lowest(lambda z: crystal(bridge, z))
za, Ea = lowest(lambda z: crystal(atom, z))
assert Eh < Eb < Ea
along_bond = diagonal / np.linalg.norm(diagonal)
across_bond = np.array([-along_bond[1], along_bond[0]])
for sign in (-0.2, 0.2):
    assert crystal(bridge + sign * along_bond, zb) > crystal(bridge, zb)
    assert crystal(bridge + sign * across_bond, zb) < crystal(bridge, zb)

# Few-shell formulas for site differences at fixed height, against direct sums.
rep1, att1 = harmonic_parts(G1, z0)
v1, v2 = harmonic(G1, z0), harmonic(G2, z0)
diff_atom = direct_layer(atom, z0) - direct_layer(hollow, z0)
diff_bridge = direct_layer(bridge, z0) - direct_layer(hollow, z0)
assert abs(diff_atom / (9 * v1) - 1) < 5e-3
assert abs(diff_bridge / (8 * v1 - 16 * v2) - 1) < 2e-3
k5, k2 = decay_rate(5, z0), decay_rate(2, z0)
k_net = (k5 * rep1 + k2 * att1) / v1
fd_net = -np.log(harmonic(G1, z0 + 1e-4) / harmonic(G1, z0 - 1e-4)) / 2e-4
assert abs(k_net / fd_net - 1) < 1e-5


# Offset alpha that makes the deeper-layer attraction equal 1/[3 d (z+alpha d)^3].
def offset(z):
    deeper = zeta(4, z / d + 1) / d**4
    return ((3 * d * deeper) ** (-1 / 3) - z) / d


def offset_estimate(z):
    return 0.5 + d / (6 * (z + d / 2))


z_far = 20 * d
assert abs((offset(z_far) - 0.5) / (offset_estimate(z_far) - 0.5) - 1) < 0.01


def ten_four_three(z):
    return 2 * pi * q * eps * sigma**2 / area * (
        0.4 * (sigma / z) ** 10 - (sigma / z) ** 4
        - sigma**4 / (3 * d * (z + 0.61 * d) ** 3))


z_s, E_s = lowest(ten_four_three)
assert abs(E_s / E0 - 1) < 0.01

v1_second = harmonic(G1, z0 + d)
assert abs(v1_second / v1) < 1e-3
site_split = crystal(basis[1], z0) - crystal(basis[0], z0)
kelvin = 1e-3 * constants.e / constants.k


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("pair well depth eps", eps, "meV", ".1f")
show("pair length sigma", sigma, "angstrom", ".1f")
show("lattice constant a", a, "angstrom", ".1f")
show("layer spacing d", d, "angstrom", ".1f")
show("cell area A", area, "angstrom^2")
show("shortest reciprocal vector G1", G1, "1/angstrom")
show("second-shell length G2", G2, "1/angstrom")
show("prefactor 2 pi q eps sigma^2/A", 2 * pi * q * eps * sigma**2 / area, "meV", ".3f")
show("largest relative error of plane transform", transform_error, "", ".1e")
show("largest error of series against direct sum", series_error, "meV", ".1e")
show("minimum of lateral mean, height z0", z0, "angstrom")
show("minimum of lateral mean, energy", E0, "meV", ".3f")
show("top-layer part of that energy", layer_mean(z0), "meV", ".3f")
show("G1*z0", G1 * z0, "", ".3f")
show("K5(G1*z0)", kv(5, G1 * z0), "", ".4e")
show("K2(G1*z0)", kv(2, G1 * z0), "", ".4e")
show("first harmonic at z0, repulsive part", rep1, "meV")
show("first harmonic at z0, attractive part", att1, "meV")
show("first harmonic v1 at z0", v1, "meV")
show("second-shell harmonic v2 at z0", v2, "meV", ".5f")
show("atom minus hollow at z0, one layer, direct", diff_atom, "meV")
show("9 v1", 9 * v1, "meV")
show("bridge minus hollow at z0, one layer, direct", diff_bridge, "meV")
show("8 v1", 8 * v1, "meV")
show("8 v1 - 16 v2", 8 * v1 - 16 * v2, "meV")
show("decay rate at z0, repulsive part", k5, "1/angstrom")
show("decay rate at z0, attractive part", k2, "1/angstrom")
show("decay rate at z0, net v1", k_net, "1/angstrom")
show("estimate G1 + 5.5/z0, repulsive part", G1 + 5.5 / z0, "1/angstrom")
show("estimate G1 + 2.5/z0, attractive part", G1 + 2.5 / z0, "1/angstrom")
show("attractive decay rate over G1 at z = 20 angstrom", decay_rate(2, 20.0) / G1)
show("height where v1 changes sign", z_reverse, "angstrom")
show("second-layer first harmonic at z0", v1_second, "meV", ".3e")
show("split of the two atom sites at z0", site_split, "meV", ".3e")
for name, height, energy in (("hollow", zh, Eh), ("bridge", zb, Eb), ("atom", za, Ea)):
    show(f"equilibrium height, {name}", height, "angstrom")
    show(f"equilibrium energy, {name}", energy, "meV", ".3f")
show("relaxed barrier, bridge minus hollow", Eb - Eh, "meV", ".3f")
show("relaxed barrier in temperature units", (Eb - Eh) * kelvin, "K", ".2f")
show("relaxed atom minus hollow", Ea - Eh, "meV", ".3f")
show("offset alpha at z0, exact matching", offset(z0))
show("offset alpha at z0, midpoint estimate", offset_estimate(z0))
show("10-4-3 form with 0.61, height", z_s, "angstrom")
show("10-4-3 form with 0.61, energy", E_s, "meV", ".3f")
print("ALL CHECKS PASSED")
```

Printed output:

```
pair well depth eps: 5.0 meV
pair length sigma: 3.3 angstrom
lattice constant a: 2.5 angstrom
layer spacing d: 3.4 angstrom
cell area A: 5.4127 angstrom^2
shortest reciprocal vector G1: 2.9021 1/angstrom
second-shell length G2: 5.0265 1/angstrom
prefactor 2 pi q eps sigma^2/A: 126.415 meV
largest relative error of plane transform: 7.5e-09
largest error of series against direct sum: 4.9e-08 meV
minimum of lateral mean, height z0: 3.2821 angstrom
minimum of lateral mean, energy: -85.593 meV
top-layer part of that energy: -75.803 meV
G1*z0: 9.525
K5(G1*z0): 1.0004e-04
K2(G1*z0): 3.5745e-05
first harmonic at z0, repulsive part: 0.5453 meV
first harmonic at z0, attractive part: -0.1047 meV
first harmonic v1 at z0: 0.4405 meV
second-shell harmonic v2 at z0: 0.00349 meV
atom minus hollow at z0, one layer, direct: 3.9692 meV
9 v1: 3.9648 meV
bridge minus hollow at z0, one layer, direct: 3.4684 meV
8 v1: 3.5243 meV
8 v1 - 16 v2: 3.4684 meV
decay rate at z0, repulsive part: 4.9205 1/angstrom
decay rate at z0, attractive part: 3.7179 1/angstrom
decay rate at z0, net v1: 5.2065 1/angstrom
estimate G1 + 5.5/z0, repulsive part: 4.5778 1/angstrom
estimate G1 + 2.5/z0, attractive part: 3.6638 1/angstrom
attractive decay rate over G1 at z = 20 angstrom: 1.0436
height where v1 changes sign: 5.0708 angstrom
second-layer first harmonic at z0: -5.251e-07 meV
split of the two atom sites at z0: -4.726e-06 meV
equilibrium height, hollow: 3.2309 angstrom
equilibrium energy, hollow: -88.557 meV
equilibrium height, bridge: 3.2963 angstrom
equilibrium energy, bridge: -84.760 meV
equilibrium height, atom: 3.3045 angstrom
equilibrium energy, atom: -84.306 meV
relaxed barrier, bridge minus hollow: 3.797 meV
relaxed barrier in temperature units: 44.07 K
relaxed atom minus hollow: 4.251 meV
offset alpha at z0, exact matching: 0.5955
offset alpha at z0, midpoint estimate: 0.6137
10-4-3 form with 0.61, height: 3.2817 angstrom
10-4-3 form with 0.61, energy: -85.368 meV
ALL CHECKS PASSED
```
